# Compensating donors and acceptor incorporation at fixed dopant activities: a program that tests the result

```python
"""Dopant equilibrium in a nondegenerate semiconductor at fixed activities.

Result under test, for acceptor A, donor D and a further donor S:
    [A-] p = alpha,   [D+] = r_D p,   [S+] = r_S p,   n p = ni^2,
    (1 + r_D + r_S) p + Q = (ni^2 + alpha) / p.
alpha is proportional to the activity of A, r_D and r_S to those of D and S;
Q is a fixed density of positive charge. Added donor charge lowers p and
raises [A-]. [D+][A-] = alpha r_D is constant only at fixed activities of
both A and D. Example: A = Mg, D = H, S = Si in GaN, rough parameters.
Internal units are atomic units; densities are printed in cm^-3.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100
CM3 = BOHR_CM**3                       # one cm^-3 in atomic units
KB = const.k / const.e / HARTREE       # hartree per kelvin

T_growth, T_room = 1300.0, 300.0
gap = 2.8 / HARTREE                    # at growth temperature
mass_e, mass_h = 0.2, 1.5
eps = 9.5
site_density = 4.4e22 * CM3
acceptor_level = 0.20 / HARTREE
acceptor_degeneracy = 4.0
pair_binding = 0.70 / HARTREE
kT, kT_room = KB * T_growth, KB * T_room


def band_density(mass, thermal):
    return 2 * (mass * thermal / (2 * np.pi))**1.5


Nv, Nc = band_density(mass_h, kT), band_density(mass_e, kT)
Nv_room = band_density(mass_h, kT_room)
ni2 = Nc * Nv * np.exp(-gap / kT)
alpha = (1e18 * CM3)**2
t_grid = np.linspace(0, 9, 1801)


def carriers(eta, effective_density):
    """Fermi-Dirac density of a parabolic band by quadrature."""
    integrand = 2 * t_grid**2 / (1 + np.exp(t_grid**2 - eta))
    step = t_grid[1] - t_grid[0]
    return effective_density * 2 / np.sqrt(np.pi) * integrand.sum() * step


def energy_acceptor(alpha_value):
    return -kT * np.log(alpha_value / (site_density * Nv))


def energy_donor(ratio):
    if ratio == 0:
        return np.inf
    return -kT * np.log(ratio * Nv / site_density)


def cell_model(gap_value, alpha_value, r_h, r_si, fixed=0.0, shift=0.0):
    """Enumerate a metal site plus an interstitial; solve neutrality.

    shift is the energy gained by every isolated charge from screening.
    """
    g_a = energy_acceptor(alpha_value)
    g_h, g_si = energy_donor(r_h), energy_donor(r_si)
    gain = np.exp(shift / kT)

    def populations(fermi):
        a = np.exp((fermi - g_a) / kT)
        a0 = acceptor_degeneracy * np.exp((acceptor_level - g_a) / kT)
        h = np.exp(-(g_h + fermi) / kT)
        s = np.exp(-(g_si + fermi) / kT)
        weights = {
            ("host", "-"): 1.0, ("host", "H+"): h * gain,
            ("A-", "-"): a * gain,
            ("A-", "H+"): a * h * np.exp(pair_binding / kT),
            ("A0", "-"): a0, ("A0", "H+"): a0 * h * gain,
            ("Si+", "-"): s * gain, ("Si+", "H+"): s * h * gain**2}
        scale = site_density / sum(weights.values())
        out = {"A": scale * weights["A-", "-"],
               "pair": scale * weights["A-", "H+"]}
        out["A0"] = scale * (weights["A0", "-"] + weights["A0", "H+"])
        out["H"] = scale * sum(weights[m, "H+"]
                               for m in ("host", "A0", "Si+"))
        out["Si"] = scale * (weights["Si+", "-"] + weights["Si+", "H+"])
        out["p"] = carriers((shift - fermi) / kT, Nv)
        out["n"] = carriers((fermi - gap_value + shift) / kT, Nc)
        return out

    def charge(fermi):
        c = populations(fermi)
        return c["p"] - c["n"] + c["H"] + c["Si"] - c["A"] + fixed

    root = brentq(charge, 0, gap_value, xtol=1e-14, rtol=1e-14)
    return populations(root)


def closed_form(ni2_value, alpha_value, r_h, r_si, fixed=0.0):
    total, factor = ni2_value + alpha_value, 1 + r_h + r_si
    p = 2 * total / (fixed + np.sqrt(fixed**2 + 4 * factor * total))
    a, h = alpha_value / p, r_h * p
    return {"p": p, "n": ni2_value / p, "A": a, "H": h, "Si": r_si * p,
            "A0": acceptor_degeneracy * alpha_value / Nv
            * np.exp(acceptor_level / kT),
            "pair": a * h / site_density * np.exp(pair_binding / kT)}


def close(x, y, tolerance):
    return abs(x - y) <= tolerance * abs(y)


# Closed formulas against the enumerated cell. Tolerance 0.4 percent covers
# Fermi-Dirac and site-filling corrections, which the dilute formulas omit.
fixed_si = 5e18 * CM3
cases = {"no donor": (0, 0, 0), "H": (24, 0, 0), "H doubled": (48, 0, 0),
         "H + Si": (24, 24, 0), "H + fixed Si": (24, 0, fixed_si)}
formula = {k: closed_form(ni2, alpha, *v) for k, v in cases.items()}
cell = {k: cell_model(gap, alpha, *v) for k, v in cases.items()}
worst = 0.0
for name in cases:
    for species, value in formula[name].items():
        if value > 0:
            deviation = abs(cell[name][species] / value - 1)
            worst = max(worst, deviation)
            assert deviation < 4e-3, (name, species, deviation)

# Directions and the two different meanings of adding a donor.
for before, after in (("no donor", "H"), ("H", "H doubled"),
                      ("H", "H + Si"), ("H", "H + fixed Si")):
    assert cell[after]["A"] > cell[before]["A"]
    assert cell[after]["p"] < cell[before]["p"]
product = {k: c["A"] * c["H"] for k, c in cell.items()}
assert close(product["H + Si"], product["H"], 4e-3)
assert close(product["H + fixed Si"], product["H"], 4e-3)
assert close(product["H doubled"], 2 * product["H"], 4e-3)
assert cell["H + Si"]["H"] < cell["H"]["H"]

# Logarithmic sensitivity of [A-] to the hydrogen activity.
r_test, s_test, dlog = 1.0, 0.5, 0.01
upper = cell_model(gap, alpha, r_test * np.exp(dlog), s_test)["A"]
lower = cell_model(gap, alpha, r_test * np.exp(-dlog), s_test)["A"]
slope_numeric = np.log(upper / lower) / (2 * dlog)
slope_formula = r_test / (2 * (1 + r_test + s_test))
assert close(slope_numeric, slope_formula, 5e-3)

# Smaller gap, where the electrons are not negligible.
small_gap = 1.5 / HARTREE
small_ni2 = Nc * Nv * np.exp(-small_gap / kT)
small_cell = cell_model(small_gap, 4 * small_ni2, 3, 0)
small_formula = closed_form(small_ni2, 4 * small_ni2, 3, 0)
for species in ("p", "n", "A", "H"):
    assert close(small_cell[species], small_formula[species], 6e-3)


def screening(c, extra=0.0):
    """Self-consistent energy gain and inverse screening length."""
    dilute = c["p"] + c["n"] + c["A"] + c["H"] + c["Si"] + extra
    gain_energy = 0.0
    for _ in range(200):
        density = dilute * np.exp(gain_energy / kT)
        kappa = np.sqrt(4 * np.pi * density / (eps * kT))
        gain_energy = kappa / (2 * eps)
    return gain_energy, kappa


screen = {k: screening(formula[k]) for k in ("no donor", "H", "H + Si")}
for name, (gain_energy, kappa) in screen.items():
    shifted = cell_model(gap, alpha, *cases[name], shift=gain_energy)
    growth = np.exp(gain_energy / kT)
    for species in ("p", "A", "H", "Si"):
        if formula[name][species] > 0:
            assert close(shifted[species],
                         growth * formula[name][species], 6e-3)
    ions = sum(shifted[s] for s in ("p", "n", "A", "H", "Si"))
    kappa_cell = np.sqrt(4 * np.pi * ions / (eps * kT))
    assert close(kappa_cell, kappa, 6e-3)

# Screening energy by finite differences: u = r phi, u'' = kappa^2 u,
# then the work of charging the ion from zero to one.
gain_h, kappa_h = screen["H"]
points = 4000
dr = 20 / kappa_h / (points + 1)
bands = np.ones((3, points))
bands[1] = -2 - (kappa_h * dr)**2
charges = np.linspace(0, 1, 5)
cloud = []
for q in charges:
    right = np.zeros(points)
    right[0] = -q / eps
    u = solve_banded((1, 1), bands, right)
    cloud.append((-3 * q / eps + 4 * u[0] - u[1]) / (2 * dr))
cloud = np.array(cloud)
work = np.sum((cloud[1:] + cloud[:-1]) / 2 * np.diff(charges))
assert close(-work, gain_h, 1e-3)


def room_holes(acceptors, donors, level=acceptor_level):
    """Holes at room temperature with frozen dopants, Boltzmann band."""
    k_ion = Nv_room / acceptor_degeneracy * np.exp(-level / kT_room)
    net, b = acceptors - donors, donors + k_ion
    return 2 * k_ion * net / (b + np.sqrt(b * b + 4 * k_ion * net))


def room_holes_numeric(acceptors, donors):
    def charge(fermi):
        ionised = acceptors / (1 + acceptor_degeneracy * np.exp(
            (acceptor_level - fermi) / kT_room))
        return carriers(-fermi / kT_room, Nv_room) + donors - ionised
    fermi = brentq(charge, 0, 1.5 / HARTREE, xtol=1e-14, rtol=1e-14)
    return carriers(-fermi / kT_room, Nv_room)


def totals(c):
    return c["A"] + c["A0"] + c["pair"], c["H"] + c["pair"]


mg_plain, _ = totals(formula["no donor"])
mg_total, h_total = totals(formula["H"])
net_expected = (formula["H"]["p"] - formula["H"]["n"]
                + formula["H"]["A0"])
cell_mg, cell_h = totals(cell["H"])
assert close(cell_mg - cell_h, net_expected, 5e-3)
room = {"grown without H": (mg_plain, 0.0),
        "H kept, all unpaired": (mg_total, h_total),
        "H kept, all paired": (mg_total - h_total, 0.0),
        "H removed": (mg_total, 0.0)}
holes = {k: room_holes(*v) for k, v in room.items()}
for name, densities in room.items():
    assert close(room_holes_numeric(*densities), holes[name], 5e-3)
assert holes["H removed"] > holes["grown without H"]
assert holes["H kept, all paired"] < holes["grown without H"]
free_h = (h_total * site_density * np.exp(-pair_binding / kT_room)
          / holes["H kept, all paired"])
assert free_h < 0.01 * holes["H kept, all paired"]
level_drop = mg_total**(1 / 3) / eps
holes_lowered = room_holes(mg_total, 0.0, acceptor_level - level_drop)

print(f"growth temperature {T_growth:.0f} K, kT {kT*HARTREE:.4f} eV")
print(f"room temperature {T_room:.0f} K, kT {kT_room*HARTREE:.5f} eV")
print(f"gap at growth {gap*HARTREE:.2f} eV, permittivity {eps:.1f}")
print(f"masses: electron {mass_e:.1f}, hole {mass_h:.1f} m_e")
print(f"site density {site_density/CM3:.2e} cm^-3")
print(f"Mg level {acceptor_level*HARTREE:.2f} eV, "
      f"degeneracy {acceptor_degeneracy:.0f}")
print(f"Mg-H binding {pair_binding*HARTREE:.2f} eV")
print(f"Nv {Nv/CM3:.3e}, Nc {Nc/CM3:.3e} cm^-3 at growth")
print(f"Nv at room temperature {Nv_room/CM3:.3e} cm^-3")
print(f"ni at growth {np.sqrt(ni2)/CM3:.3e} cm^-3")
print(f"alpha = [Mg-]p {alpha/CM3**2:.3e} cm^-6")
print(f"G of Mg- at E_F=0: {energy_acceptor(alpha)*HARTREE:.3f} eV")
print(f"G of H+ at E_F=0, r_H=24: {energy_donor(24)*HARTREE:.3f} eV")
print("growth equilibrium, closed form, densities in cm^-3:")
for name, c in formula.items():
    r_h, r_si, q = cases[name]
    fermi = kT * np.log(Nv / c["p"]) * HARTREE
    print(f"{name}: r_H {r_h}, r_Si {r_si}, Q {q/CM3:.2e}, "
          f"E_F {fermi:.3f} eV")
    print(f"  p {c['p']/CM3:.3e}, Mg- {c['A']/CM3:.3e}, "
          f"H+ {c['H']/CM3:.3e}, Si+ {c['Si']/CM3:.3e}")
    print(f"  [H+][Mg-] {c['A']*c['H']/CM3**2:.3e} cm^-6, "
          f"pairs {c['pair']/CM3:.3e}")
print(f"neutral Mg, all cases {formula['H']['A0']/CM3:.3e} cm^-3")
print(f"largest cell-formula deviation {100*worst:.3f} percent")
print(f"sensitivity at r_H={r_test}, r_Si={s_test}: cell "
      f"{slope_numeric:.4f}, formula {slope_formula:.4f}")
print(f"gap {small_gap*HARTREE:.1f} eV test, alpha=4ni^2, r_H=3: p/ni "
      f"cell {small_cell['p']/np.sqrt(small_ni2):.4f}, "
      f"formula {small_formula['p']/np.sqrt(small_ni2):.4f}")
print("Coulomb correlation at growth:")
for name, (w, kappa) in screen.items():
    print(f"  {name}: length {BOHR_CM*1e7/kappa:.2f} nm, "
          f"w {w*HARTREE:.4f} eV, factor {np.exp(w/kT):.3f}, "
          f"Mg- {formula[name]['A']*np.exp(w/kT)/CM3:.3e} cm^-3")
drift = np.exp(2 * (screen["H + Si"][0] - gain_h) / kT)
print(f"[H+][Mg-] ratio on adding Si, correlated {drift:.3f}")
print(f"finite-difference w for H case {-work*HARTREE:.4f} eV")
print(f"Mg- factor for 0.1 eV surface E_F offset "
      f"{np.exp(0.1/HARTREE/kT):.2f}")
print(f"H case totals: Mg {mg_total/CM3:.3e}, "
      f"H {h_total/CM3:.3e} cm^-3")
print(f"total Mg grown without H {mg_plain/CM3:.3e} cm^-3")
for name, value in holes.items():
    print(f"300 K holes, {name}: {value/CM3:.3e} cm^-3")
print(f"unpaired H+ at 300 K equilibrium {free_h/CM3:.2e} cm^-3")
print(f"H removed, Mg level lowered by {level_drop*HARTREE:.4f} eV: "
      f"holes {holes_lowered/CM3:.3e} cm^-3")
print("done: every assertion held")
```

Printed output:

```
growth temperature 1300 K, kT 0.1120 eV
room temperature 300 K, kT 0.02585 eV
gap at growth 2.80 eV, permittivity 9.5
masses: electron 0.2, hole 1.5 m_e
site density 4.40e+22 cm^-3
Mg level 0.20 eV, degeneracy 4
Mg-H binding 0.70 eV
Nv 4.159e+20, Nc 2.025e+19 cm^-3 at growth
Nv at room temperature 4.610e+19 cm^-3
ni at growth 3.429e+14 cm^-3
alpha = [Mg-]p 1.000e+36 cm^-6
G of Mg- at E_F=0: 1.873 eV
G of H+ at E_F=0, r_H=24: 0.166 eV
growth equilibrium, closed form, densities in cm^-3:
no donor: r_H 0, r_Si 0, Q 0.00e+00, E_F 0.676 eV
  p 1.000e+18, Mg- 1.000e+18, H+ 0.000e+00, Si+ 0.000e+00
  [H+][Mg-] 0.000e+00 cm^-6, pairs 0.000e+00
H: r_H 24, r_Si 0, Q 0.00e+00, E_F 0.856 eV
  p 2.000e+17, Mg- 5.000e+18, H+ 4.800e+18, Si+ 0.000e+00
  [H+][Mg-] 2.400e+37 cm^-6, pairs 2.822e+17
H doubled: r_H 48, r_Si 0, Q 0.00e+00, E_F 0.894 eV
  p 1.429e+17, Mg- 7.000e+18, H+ 6.857e+18, Si+ 0.000e+00
  [H+][Mg-] 4.800e+37 cm^-6, pairs 5.643e+17
H + Si: r_H 24, r_Si 24, Q 0.00e+00, E_F 0.894 eV
  p 1.429e+17, Mg- 7.000e+18, H+ 3.429e+18, Si+ 3.429e+18
  [H+][Mg-] 2.400e+37 cm^-6, pairs 2.822e+17
H + fixed Si: r_H 24, r_Si 0, Q 5.00e+18, E_F 0.910 eV
  p 1.236e+17, Mg- 8.090e+18, H+ 2.967e+18, Si+ 0.000e+00
  [H+][Mg-] 2.400e+37 cm^-6, pairs 2.822e+17
neutral Mg, all cases 5.734e+16 cm^-3
largest cell-formula deviation 0.044 percent
sensitivity at r_H=1.0, r_Si=0.5: cell 0.2000, formula 0.2000
gap 1.5 eV test, alpha=4ni^2, r_H=3: p/ni cell 1.1177, formula 1.1180
Coulomb correlation at growth:
  no donor: length 5.07 nm, w 0.0149 eV, factor 1.143, Mg- 1.143e+18 cm^-3
  H: length 2.06 nm, w 0.0368 eV, factor 1.389, Mg- 6.947e+18 cm^-3
  H + Si: length 1.67 nm, w 0.0453 eV, factor 1.498, Mg- 1.048e+19 cm^-3
[H+][Mg-] ratio on adding Si, correlated 1.162
finite-difference w for H case 0.0368 eV
Mg- factor for 0.1 eV surface E_F offset 2.44
H case totals: Mg 5.339e+18, H 5.082e+18 cm^-3
total Mg grown without H 1.057e+18 cm^-3
300 K holes, grown without H: 7.047e+16 cm^-3
300 K holes, H kept, all unpaired: 2.546e+14 cm^-3
300 K holes, H kept, all paired: 3.356e+16 cm^-3
300 K holes, H removed: 1.614e+17 cm^-3
unpaired H+ at 300 K equilibrium 1.16e+13 cm^-3
H removed, Mg level lowered by 0.0265 eV: holes 2.667e+17 cm^-3
done: every assertion held
```
